# Why size draws tin towards the split-vacancy site in germanium

**Q:** I put tin on a germanium site and leave the site next to it empty. Why should the tin not simply stay where it is?

**A:** Because the missing neighbour was holding it there. Call the tin site A, the empty site B, the direction from A to B the axis, and the host bond length $d$. Let $\phi(r)$ be the energy of a tin–germanium bond of length $r$. Tin prefers a bond longer than $d$, so at length $d$ each bond is compressed and pushes on the tin with thrust $T=-\phi'(d)>0$.

In the intact crystal four such pushes point along tetrahedral directions and cancel. Now remove the neighbour at B. Each remaining neighbour lies a distance $d/3$ behind A along the axis, so its push has an axial component $T/3$ towards B. The sideways components cancel by threefold symmetry, and

$$F=3\times\frac{T}{3}=T .$$

With the neighbours held at distance $d$, the tin is driven towards the vacancy with the full thrust of one bond. If they relax outward the push weakens but keeps its direction: with the numbers used below, the three bonds lengthen to about 0.258 nm and their push falls from 18 to about 4 eV/nm.

**Q:** That starts the motion. Why should it stop halfway?

**A:** Consider first a germanium atom making the same journey. Moving from A to B is then the ordinary vacancy hop. The two ends are equivalent, and the midpoint is the top of the barrier. At that point the atom has vacant sites on both sides, so the split-vacancy geometry already exists in the pure crystal, as a saddle. The question becomes whether a larger atom turns this saddle into a minimum.

Let $x$ be the displacement from the midpoint. Then, as an identity,

$$E_{\rm tin}(x)=W(x)+\big[E_{\rm tin}(x)-E_{\rm host}(x)\big],\qquad W=E_{\rm host}.$$

I model the hop profile by $W=E_m\cos^2(\pi x/d)$, which is zero at $x=\pm d/2$ and $E_m$ at the centre. Since $\cos^2\theta\approx1-\theta^2$ at small $\theta$,

$$W\approx E_m-\frac{\pi^2E_m}{d^2}x^2,\qquad W''(0)=-\frac{2\pi^2E_m}{d^2}.$$

The bracket is the energy of replacing the host atom by tin. Inversion through the midpoint exchanges A and B, so both terms are even in $x$ and the midpoint is stationary. Its stability depends on the curvature.

**Q:** Where do the six neighbours come from, and how far away are they?

**A:** A and B each keep three neighbours. Those of A lie at axial position $-d/2-d/3=-5d/6$ and at distance $2\sqrt2\,d/3$ from the axis. Those of B are their inversion images. All six are therefore at

$$R=d\sqrt{\frac{25}{36}+\frac{32}{36}}=\frac{\sqrt{57}}{6}\,d,$$

and the squared cosine between each bond and the axis is $c^2=(25/36)/(57/36)=25/57$.

For $d=0.245$ nm this gives $R=0.308$ nm. I take tin's preferred bond to be $s=0.018$ nm longer than the host's, or 0.263 nm. At the midpoint the tin is therefore not squeezed: its six bonds are stretched. Being oversized helps because its bonds reach across this wide cage better than those of germanium.

**Q:** Can you turn "reach better" into a curvature?

**A:** Take a Morse bond of depth $D$ and inverse range $\alpha$, and let size shift the whole curve outward by $s$:

$$\phi_s(r)=D(q^2-2q),\qquad q=e^{-\alpha(r-d-s)} .$$

Depth and range are held fixed, so only size changes. I use this curve only for the difference between tin and host. Applied to the host alone, with the numbers given below and fixed neighbours, it would put even a germanium atom 0.62 eV lower at the midpoint than at its site, because it lets one atom form six independent bonds. The host saddle is therefore an input, carried by $W$, and not a result of the pair model. Each derivative of $q$ brings down $-\alpha$, hence

$$\phi_s'=2\alpha D(q-q^2),\qquad \phi_s''=2\alpha^2D(2q^2-q).$$

Write $q_0$ for the host value ($s=0$) at the same $r$. Subtracting and factoring out $q-q_0$ gives

$$\Delta\phi'=2\alpha D(q-q_0)(1-q-q_0),$$
$$\Delta\phi''=2\alpha^2D(q-q_0)\,[2(q+q_0)-1].$$

A larger atom has $q>q_0$. Replacement thus adds positive stiffness along the bond whenever $q+q_0>1/2$. In a much wider cage this condition would fail, and size would no longer stabilize the centre through this term.

In the formulas below, italic $A$ and $B$ are stiffnesses, not the two sites. A displacement along a bond feels $A=\Delta\phi''$. A displacement across it feels $B=\Delta\phi'/R$, because it turns the bond and changes its length only at second order.

**Q:** But the neighbours can follow the tin. Does that not soften the well?

**A:** It does. Hold each neighbour by an isotropic spring $K$ about its position on the host path. If the tin moves by $u$ along a direction of added stiffness $H$, the neighbour moves by $v$, and the quadratic energy is

$$\tfrac12Kv^2+\tfrac12H(u-v)^2 .$$

Setting the derivative with respect to $v$ to zero gives $Kv=H(u-v)$, so $v=Hu/(K+H)$ and $u-v=Ku/(K+H)$. Substitution yields

$$\frac12u^2\,\frac{KH^2+HK^2}{(K+H)^2}=\frac12\,\frac{KH}{K+H}\,u^2 .$$

Bond and lattice act as springs in series. An axial displacement $x$ has squared component $c^2x^2$ along each bond and $(1-c^2)x^2$ across it. Terms linear in $x$ cancel between inversion partners. Summing six neighbours and adding the host curvature gives

$$\kappa=6K\left[\frac{c^2A}{K+A}+\frac{(1-c^2)B}{K+B}\right]-\frac{2\pi^2E_m}{d^2}.$$

The midpoint is stable along the axis if $\kappa>0$. For $s\to0$, $A$ and $B$ vanish and the host saddle returns. For $K\to\infty$ the bracket times $K$ becomes $c^2A+(1-c^2)B$, the result for a rigid cage.

**Q:** What does this give for numbers like those of tin in germanium?

**A:** I use round values: $D=1.9$ eV, $\alpha=13.5$ nm$^{-1}$, $K=800$ eV/nm² and $E_m=0.40$ eV. After relaxation the neighbours have hardly moved, to $R=0.3081$ nm. There $q_0\approx0.427$ and $q\approx0.544$, so $A\approx77$ eV/nm² and $B\approx0.6$ eV/nm². The along-bond part contributes about 184 eV/nm² and the across-bond part about 2:

$$\kappa\approx186-132=54\ \text{eV/nm}^2.$$

Finite differences of the numerically relaxed energy also give 54 eV/nm².

Sideways, replacement adds 120 eV/nm². A simple hop saddle already curves upward in those directions, so the tin does not escape off the axis.

The energies along the path tell the same story. They are measured from the host atom at its site, with the replacement energy added, so they are not binding energies of the pair:

- tin at the original site: $-0.25$ eV;
- tin a quarter of the way from A to B: $-0.84$ eV;
- tin at the midpoint: $-0.98$ eV.

The midpoint is the lowest of 41 points scanned between A and B.

**Q:** Would any oversized atom do the same?

**A:** No. With everything else fixed, $\kappa$ changes sign at a bond excess of 0.0135 nm. A calculation 5% below this value finds a saddle, and one 5% above finds a minimum. At half the critical excess, the lowest scanned point lies 0.08 nm from the centre.

One can also hold the size at 0.018 nm and vary the host barrier. Setting $\kappa=0$ then gives a critical barrier of 0.565 eV, above which the midpoint is again a saddle.

**Q:** You have given tin six bonds, but it has four valence electrons. Is that legitimate?

**A:** It is the weakest point of the pair model, so the electrons need separate treatment. Each neighbour points one dangling hybrid, holding one electron, at its vacant site. Together with tin's four valence electrons that makes ten.

The six hybrids form combinations of symmetry $a_{1g}$, $a_{2u}$, $e_u$ and $e_g$. Let one hybrid couple to tin $s$ with strength $t_s$, to the axial $p$ orbital with $t_z$, and to the radial $p$ direction with $t_r$.

- The in-phase combination, normalized by $1/\sqrt6$, couples to $s$ with $6t_s/\sqrt6=\sqrt6\,t_s$.
- The combination with opposite signs on the two triangles couples to axial $p$ with $\sqrt6\,t_z$.
- For each transverse $p$ orbital, the squared coupling is $t_r^2\sum_j\cos^2\varphi_j=3t_r^2$, where $\varphi_j$ are the azimuths of the six neighbours.
- The $e_g$ pair is even under inversion and twofold degenerate. Tin $p$ is odd and tin $s$ is nondegenerate, so $e_g$ has no partner in this basis.

For a tin level $\varepsilon$, a hybrid level $\varepsilon_h$ and a coupling $V$, the two-level secular equation $(\varepsilon-E)(\varepsilon_h-E)=V^2$ gives the bonding energy

$$E=\frac{\varepsilon+\varepsilon_h}{2}-\sqrt{\left(\frac{\varepsilon-\varepsilon_h}{2}\right)^2+V^2}.$$

With $\varepsilon_s=-8$, $\varepsilon_p=0$ and $\varepsilon_h=-2$ eV, the levels are $-9.93$ ($a_{1g}$), $-5.01$ ($a_{2u}$), $-3.82$ ($e_u$) and $-2.00$ eV ($e_g$). Diagonalizing the full ten-orbital matrix gives the same levels. The filling is $a_{1g}^2a_{2u}^2e_u^4e_g^2$: four bonding pairs shared over six contacts, and two electrons in a half-filled nonbonding pair of orbitals.

**Q:** Does size still favour the midpoint when the bonds are shared like that?

**A:** Yes, but less strongly. Here I keep the orbital levels the same for both atoms, hold the neighbours fixed, and shift only the distance laws by $s$. Replacement then costs 0.16 eV at the site, and gains 0.65 eV at the quarter point and 0.89 eV at the midpoint. It is lowest at the midpoint over the whole scan.

Its axial curvature is 110 eV/nm², however, and the host contributes $-132$. The sum is about $-22$ eV/nm². In this version the critical barrier is 0.33 eV, below the assumed 0.40 eV, so with the cosine barrier the exact midpoint is not a minimum. The sign depends on the barrier's shape: a quartic barrier of equal height gives about $+3$ eV/nm², while the orbital model's own host curve is so sharply peaked that with it the midpoint stays a saddle, at about $-250$ eV/nm². That host curve is itself imperfect: with fixed neighbours, its lowest point lies about 0.03 nm from the site, towards the midpoint.

**Q:** Then the two models disagree. What survives?

**A:** With the parameters used here, they agree that size strongly favours the middle region. Adding $W$ to the orbital replacement energies gives:

- site: $0.16+0=0.16$ eV;
- quarter point: $-0.65+0.20=-0.45$ eV;
- midpoint: $-0.89+0.40=-0.49$ eV.

The midpoint is 0.65 eV below the original site but only 0.04 eV below the quarter point. These values hold the neighbours fixed. If each neighbour may move against the same spring $K$ as before, the three energies become about $-0.16$, $-0.54$ and $-0.51$ eV. The midpoint is then only 0.36 eV below the original site, and the quarter point is slightly lower still. With these distance laws, the orbital model therefore takes tin well away from its original site but does not settle whether it centres. The size and even the sign of the preference depend on those laws. If the repulsion decays at 16 instead of 20 nm$^{-1}$, with its strength refitted to keep the host bond length at $d$, the midpoint with fixed neighbours is only about 0.1 eV below the site; at 14 nm$^{-1}$ it is about 0.2 eV above it.

**Q:** How does this compare with the real defect?

**A:** Density-functional calculations find the split geometry for this pair in germanium. That is the fact being explained; these models do not prove it independently. The bond lengths are realistic, but the margin is modest: with a bond excess of 0.015 nm instead of 0.018 nm, the pair model's $\kappa$ falls from 54 to 18 eV/nm². The hop barrier, a few tenths of an electronvolt, is rough and depends on charge state, and it matters because the critical values of both models, 0.565 and 0.33 eV, are of the same size.

In the pair model, the following changes move $\kappa$ without changing its sign. It is 29 or 76 eV/nm² for $\alpha=12$ or 15 nm$^{-1}$, 46 or 26 for $K=500$ or 250 eV/nm², 79 for a quartic barrier of the same height, and 26 for a tin bond 10% shallower than the host's. The value $K=800$ eV/nm² is on the stiff side: a Keating valence-force model of germanium with both sites empty holds these neighbours with about 300 eV/nm² along the bond, and its coupled response gives $\kappa\approx30$ eV/nm². At $K=150$ eV/nm² only about 6 eV/nm² remains. Going over to the orbital model does reverse the sign when the cosine barrier is kept. That step changes the distance laws and holds the neighbours fixed as well as sharing the electrons, so the reversal cannot be assigned to the sharing alone. In the orbital model, a direct coupling of $-0.3$ eV between dangling hybrids on the same side changes the midpoint's replacement gain relative to the site by only 0.02 eV.

Both models omit exchange and Jahn–Teller distortion in the half-filled $e_g$ pair, as well as changes of charge state. The orbital model also omits tin's own level energies and any turning of the neighbours' hybrids towards the tin. My conjecture is that some of these supply the remaining preference for the centre.

**Q:** Would I see the tin sitting still at the midpoint at room temperature?

**A:** Not very still. With the pair-model curvature, the harmonic rms axial displacement is $\sqrt{k_BT/\kappa}\approx0.022$ nm at 300 K, and the zero-point energy is about 2 meV. With the softer cage, $\kappa\approx30$ eV/nm², the rms displacement is about 0.03 nm. "Midway" then describes the average position of an atom in a soft axial well. If the well is as flat as the orbital model suggests, the harmonic estimate no longer applies. The remaining values are in the numerical output.

## Calculated quantities

```
host bond length d: 0.2450 nm
tin-host bond excess s: 0.0180 nm
Morse depth: 1.90 eV
Morse inverse range: 13.5 1/nm
Morse bond stiffness: 693 eV/nm^2
neighbour spring K: 800 eV/nm^2
host hop barrier: 0.40 eV
neighbours of midpoint: 6
midpoint-neighbour distance, unrelaxed: 0.3083 nm
midpoint-neighbour distance, relaxed: 0.3081 nm
next shell distance: 0.4184 nm
push from three bonds at site: 17.99 eV/nm
replacement energy, fixed host, site: 0.099 eV
total path energy, relaxed, site: -0.252 eV
replacement energy, fixed host, quarter: -0.993 eV
total path energy, relaxed, quarter: -0.844 eV
replacement energy, fixed host, midpoint: -1.377 eV
total path energy, relaxed, midpoint: -0.977 eV
host axial curvature: -131.5 eV/nm^2
size axial curvature: 185.9 eV/nm^2
total axial curvature, formula: 54.3 eV/nm^2
total axial curvature, numerical: 54.4 eV/nm^2
size transverse curvature: 120.2 eV/nm^2
critical bond excess: 0.0135 nm
critical host barrier: 0.565 eV
offset at half critical excess: 0.0796 nm
curvature, quartic barrier: 79.2 eV/nm^2
curvature, Morse range 12 /nm: 28.8 eV/nm^2
curvature, Morse range 15 /nm: 76.0 eV/nm^2
curvature, K = 500 eV/nm^2: 45.8 eV/nm^2
orbital hops ss,sp,pp,pi (eV): -1.7 1.8 2.8 -0.8
orbital levels s,p,hybrid (eV): -8.0 0.0 -2.0
hop, repulsion decay (1/nm): 8.0 20.0
orbital-model bond stiffness: 672 eV/nm^2
a1g bonding level: -9.931 eV
a2u bonding level: -5.013 eV
eu bonding level: -3.820 eV
eg nonbonding level: -2.000 eV
orbital replacement energy, site: 0.155 eV
orbital replacement energy, quarter: -0.654 eV
orbital replacement energy, midpoint: -0.891 eV
orbital host midpoint minus site: 0.397 eV
orbital size curvature, fixed host: 109.5 eV/nm^2
orbital critical host barrier: 0.333 eV
shift of midpoint gain, -0.3 eV dangling hop: -0.016 eV
axial zero-point energy: 2.19 meV
harmonic rms axial motion at 300 K: 0.0218 nm
```
